# Herring Stability and Missing Orientations for a Fourfold Surface Energy

A crystal surface is uniform along one direction, so its shape is a curve in the $xy$ plane. The outward normal is $\mathbf n(\theta)=(\cos\theta,\sin\theta)$, and $\gamma(\theta)$ is the surface free energy per area, taken positive and smooth. A prime on $\gamma$ means $d/d\theta$. Material is conserved and the ends of the surface are held fixed. Edges, curvature and elastic strain carry no energy of their own until part (f). In atomic units $\gamma$ is in hartree/bohr$^2$. Parts (a) to (e) hold in any unit, because a common factor in $\gamma$ only rescales all energies.

## (a) When does a flat surface resist a weak corrugation?

*Find the condition on $\gamma$ at the orientation of the flat surface.*

**Solution.** Describe the surface as a graph $x=u(y)$ with the solid on the side of smaller $x$. Its outward normal is parallel to $(1,-u')$, so the slope variable is

$$p\equiv\tan\theta=-\frac{du}{dy},\qquad |\theta|<90^\circ .$$

An element of length is $ds=dy\sqrt{1+p^2}=dy/\cos\theta$. The energy per unit depth is therefore

$$E=\int f(p)\,dy,\qquad f(p)=\frac{\gamma(\theta)}{\cos\theta}.$$

Since $dp=d\theta/\cos^2\theta$, we have $d/dp=\cos^2\theta\,d/d\theta$. The first derivative is

$$f'(p)=\cos^2\theta\left[\frac{\gamma'}{\cos\theta}+\frac{\gamma\sin\theta}{\cos^2\theta}\right]=\gamma'\cos\theta+\gamma\sin\theta .$$

In the second derivative the two terms with $\gamma'$ cancel:

$$f''(p)=\cos^2\theta\left[\gamma''\cos\theta-\gamma'\sin\theta+\gamma'\sin\theta+\gamma\cos\theta\right]=\cos^3\theta\,(\gamma+\gamma'').$$

Now change the flat profile of slope $p_0$ to $p=p_0+\eta'(y)$, where $\eta$ vanishes at both ends and $\int\eta\,dy=0$ conserves material. Then

$$\delta E=f'(p_0)\int\eta'\,dy+\tfrac12 f''(p_0)\int\eta'^2\,dy+O(\eta'^3).$$

The first integral is the difference of $\eta$ between the ends, which is zero. Because $\cos\theta>0$, the sign of $\delta E$ for small slopes is the sign of $\gamma+\gamma''$. The Herring condition for local stability is

$$\boxed{\gamma+\gamma''>0}$$

If the sum is negative, a weak corrugation lowers the energy. If it is zero, this order does not decide. The term $\gamma$ is the cost of added length, and $\gamma''$ arises because the corrugation samples orientations on both sides of $\theta$. A sharp maximum of $\gamma$ can make the second effect win.

The condition compares the flat surface with nearby slopes. It says nothing about a breakup into strongly tilted pieces, which parts (c) and (d) treat.

## (b) Where does the fourfold model fail this condition?

*Take $\gamma=\gamma_0(1+\epsilon\cos4\theta)$ with $0<\epsilon<1$. Find the threshold and the locally unstable range.*

**Solution.** Two derivatives give $\gamma''=-16\epsilon\gamma_0\cos4\theta$, so

$$\gamma+\gamma''=\gamma_0(1-15\epsilon\cos4\theta).$$

The smallest value, $\gamma_0(1-15\epsilon)$, occurs at $\theta=0$ and its repetitions every $90^\circ$, which are the maxima of $\gamma$. Every orientation is locally stable for $\epsilon<1/15$. Above that value the unstable range around $\theta=0$ is

$$|\theta|<\theta_s,\qquad \cos4\theta_s=\frac{1}{15\epsilon}.$$

Since $\cos4\theta_s>0$, $\theta_s$ stays below $22.5^\circ$. The upper limit $\epsilon<1$ keeps $\gamma$ positive at $45^\circ$.

## (c) Which two orientations can coexist?

*Find the conditions for two coexisting slopes, and solve them for a pair placed symmetrically about $\theta=0$, with $1/15<\epsilon<1$.*

**Solution.** Let fractions $w_1,w_2$ of the projected length have slopes $p_1,p_2$. Fixed ends require $w_1p_1+w_2p_2=p$, and the fractions obey $w_1+w_2=1$. Minimize

$$w_1f(p_1)+w_2f(p_2)-\mu(w_1p_1+w_2p_2-p)-\nu(w_1+w_2-1).$$

Variation of $p_i$ gives $f'(p_i)=\mu$, and variation of $w_i$ gives $f(p_i)-\mu p_i=\nu$. Both slopes thus share one tangent line of $f$, with equal gradient and equal intercept. The intercept is

$$f-pf'=\frac{\gamma}{\cos\theta}-\tan\theta\,(\gamma'\cos\theta+\gamma\sin\theta)=\gamma\cos\theta-\gamma'\sin\theta .$$

With $\mathbf t=(-\sin\theta,\cos\theta)$, the pair $(f-pf',\,f')$ is the vector

$$\mathbf X(\theta)=\gamma\,\mathbf n+\gamma'\,\mathbf t .$$

This is the Wulff curve. It gives the equilibrium shape, up to scale, once any parts that stick out beyond its self-crossings are cut off. Coexistence requires that the curve pass through the same point at two angles. This is necessary but not sufficient: the curve can also cross itself outside the equilibrium shape, where the shared tangent line does not give the lowest energy. A candidate pair must therefore be checked against all other slopes, as is done below.

The model has $\gamma(-\theta)=\gamma(\theta)$, so $f$ is even and $f'$ is odd. For a pair $\pm\theta_c$, equal gradients require $f'=-f'$, hence $f'=0$:

$$(1+\epsilon\cos4\theta)\sin\theta-4\epsilon\sin4\theta\cos\theta=0 .$$

Use $\sin4\theta=2\sin2\theta\cos2\theta=4\sin\theta\cos\theta\cos2\theta$ to take out $\sin\theta$:

$$\frac{f'}{\gamma_0}=\sin\theta\left[1+\epsilon\cos4\theta-16\epsilon\cos^2\theta\cos2\theta\right].$$

With $c=\cos2\theta$, $\cos4\theta=2c^2-1$ and $\cos^2\theta=(1+c)/2$, the bracket becomes

$$D(c)=1+\epsilon(2c^2-1)-8\epsilon(c+c^2)=1-\epsilon-8\epsilon c-6\epsilon c^2 .$$

Setting $D=0$ and dividing by $-\epsilon$ gives $6c^2+8c+1-1/\epsilon=0$, with roots

$$c=\frac{-8\pm\sqrt{64-24(1-1/\epsilon)}}{12}=\frac{-4\pm\sqrt{10+6/\epsilon}}{6}.$$

For $1/15<\epsilon<1$ the square root lies between 10 and 4. The lower root is then below $-8/6$ and is not a cosine. The upper root lies between 0 and 1, so

$$\boxed{\cos2\theta_c=\frac{-4+\sqrt{10+6/\epsilon}}{6}},\qquad 0<\theta_c<45^\circ .$$

The sign of $f'$ shows what kind of point this is. $D$ is a downward parabola, positive between its roots and negative above the upper one. Hence $f$ falls for $0<\theta<\theta_c$ and rises from $\theta_c$ to $90^\circ$. The points $\pm\theta_c$ are the global minima of $f$, with common value

$$x_c=\frac{\gamma(\theta_c)}{\cos\theta_c}.$$

## (d) Which orientations are missing?

*Show that exactly the orientations $|\theta|<\theta_c$, and their repetitions every $90^\circ$, lower their energy by breaking up. Find the proportions of the pieces.*

**Solution.** Take a flat surface with $|\theta|<\theta_c$ and unit length. Replace it by lengths $L_\pm$ of orientations $\pm\theta_c$. Fixed ends fix the vector sum of the segments, and a rotation by $90^\circ$ turns this into a sum of normals:

$$(L_++L_-)\cos\theta_c=\cos\theta,\qquad (L_+-L_-)\sin\theta_c=\sin\theta .$$

Adding and subtracting gives

$$L_\pm=\frac12\left(\frac{\cos\theta}{\cos\theta_c}\pm\frac{\sin\theta}{\sin\theta_c}\right)=\frac{\sin(\theta_c\pm\theta)}{\sin2\theta_c}.$$

Both are positive. The new energy is $\gamma(\theta_c)(L_++L_-)=x_c\cos\theta$. The old one is $\gamma(\theta)=f(p)\cos\theta$, which is larger because $f(p)>x_c$. A repeated hill-and-valley profile about the mean line conserves material, so all these orientations are missing.

It remains to show that the others survive. First, $f'$ vanishes at both $\theta=0$ and $\theta_c$, so $f''$ vanishes somewhere between. On $0<\theta<45^\circ$ the sum $\gamma+\gamma''$ increases and has the single zero $\theta_s$. Therefore $\theta_s<\theta_c$. Since $\gamma$ is symmetric about $45^\circ$, $\gamma+\gamma''$ is positive on the whole interval $\theta_c\le\theta\le90^\circ-\theta_c$.

Next, $d\mathbf n/d\theta=\mathbf t$ and $d\mathbf t/d\theta=-\mathbf n$ give

$$\frac{d\mathbf X}{d\theta}=\gamma'\mathbf n+\gamma\mathbf t+\gamma''\mathbf t-\gamma'\mathbf n=(\gamma+\gamma'')\,\mathbf t .$$

On this interval $\mathbf X$ moves forward along $\mathbf t$ and traces a convex arc from $(x_c,0)$ to $(0,x_c)$. Its rotations by $90^\circ$ join it in a closed curve. The tangent turns by $90^\circ-2\theta_c$ on each arc and by $2\theta_c$ at each corner, $360^\circ$ in all, so the curve is convex.

Let $h(\varphi)$ be the largest value of $\mathbf X\cdot\mathbf n(\varphi)$ on this curve. For $\varphi$ on an arc it is reached at $\mathbf X(\varphi)$, so $h=\gamma(\varphi)$. For $|\varphi|<\theta_c$ it is reached at the corner, where $h=x_c\cos\varphi<\gamma(\varphi)$. The other corners follow by rotation, and $h\le\gamma$ everywhere.

Now break a surface of length $L$ and allowed orientation $\theta_0$ into any pieces with $\sum_iL_i\mathbf n_i=L\mathbf n(\theta_0)$. Then

$$\sum_iL_i\gamma_i\ \ge\ \sum_iL_i\,\mathbf X(\theta_0)\cdot\mathbf n_i=L\,\mathbf X(\theta_0)\cdot\mathbf n(\theta_0)=L\gamma(\theta_0).$$

No breakup lowers the energy. The full classification is:

- $|\theta|<\theta_s$: missing and locally unstable (so is $|\theta|=\theta_s$, where $f''=0$ but $f'''\ne0$, so a corrugation with unequal slopes on its two sides can lower the energy);
- $\theta_s<|\theta|<\theta_c$: missing but metastable against small slopes, since weak corrugation costs energy while a finite tilt gains it (without an edge energy the barrier is proportional to the size of the tilted patch, so it can be arbitrarily small);
- $\theta_c\le\theta\le90^\circ-\theta_c$: stable.

The equilibrium shape has four curved arcs meeting at sharp corners. It has no flat sides, because a flat side needs $\mathbf X$ to move at fixed $\mathbf n$, hence a jump in $\gamma'$. The "coexisting facets" of this smooth model are the two orientations that meet at a corner. They become flat sides of finite length when a missing surface breaks up.

The missing set was also tested without the formula for $\theta_c$. An orientation survives if its point $\mathbf n/\gamma$ is a vertex of the convex hull of all such points. With 7200 directions, the hull gave the derived range to within about one angular step of $0.05^\circ$ for $\epsilon=0.08$, 0.15, 0.3, 0.6 and 0.9. For $\epsilon=0.06$ no orientation was missing.

## (e) What happens at the two ends of the range of $\epsilon$?

*Expand both angles just above threshold, then let $\epsilon\to1$.*

**Solution.** Write $\epsilon=(1+\delta)/15$ with small $\delta>0$. For the local limit,

$$1-8\theta_s^2\simeq\cos4\theta_s=\frac1{1+\delta}\simeq1-\delta\quad\Rightarrow\quad\theta_s^2\simeq\frac{\delta}{8}.$$

For the coexisting pair, $6/\epsilon=90/(1+\delta)\simeq90-90\delta$ and $\sqrt{100-90\delta}\simeq10-\tfrac92\delta$. Hence

$$1-2\theta_c^2\simeq\cos2\theta_c\simeq1-\tfrac34\delta\quad\Rightarrow\quad\theta_c^2\simeq\frac{3\delta}{8}.$$

Both angles grow continuously from zero, and to leading order $\theta_c/\theta_s=\sqrt3$. Direct numerical searches at $\delta=0.002$ gave a ratio within 0.1% of $\sqrt3$.

As $\epsilon\to1$, $\cos2\theta_c\to0$ and $\theta_c\to45^\circ$: the stable arcs shrink toward the minima of $\gamma$. The local limit stays below $22.5^\circ$, so the metastable range becomes more than half of the missing one.

| $\epsilon$ | $\theta_s$ (deg) | $\theta_c$ (deg) |
|---|---|---|
| 0.08 | 8.39 | 14.78 |
| 0.30 | 19.29 | 37.87 |
| 0.90 | 21.44 | 44.61 |

## (f) What does this give for an oxide surface, and what is left out?

*Use $\gamma_0=0.11$ eV/Å$^2$ and $\epsilon=0.3$. Let $\theta=0$ be {110} and $\theta=45^\circ$ be {100} of a rocksalt crystal, seen along [001].*

**Solution.** The extreme energies are

$$\gamma(0)=0.11\times1.3=0.143\ \text{eV/Å}^2,\qquad\gamma(45^\circ)=0.11\times0.7=0.077\ \text{eV/Å}^2,$$

or 2.29 and 1.23 J/m$^2$. The coexisting angle follows from

$$\cos2\theta_c=\frac{-4+\sqrt{10+20}}6=0.2462,\qquad\theta_c=37.87^\circ .$$

Then $\cos4\theta_c=2(0.2462)^2-1=-0.879$ and $\gamma(\theta_c)=0.11(1-0.3\times0.879)=0.0810$ eV/Å$^2$. Division by $\cos\theta_c=0.789$ gives $x_c=0.1026$ eV/Å$^2$. Breakup of the {110} surface therefore gains

$$0.1430-0.1026=0.0404\ \text{eV/Å}^2=0.65\ \text{J/m}^2,$$

which is 28% of its flat energy. With a period of 100 Å (10 nm) the ridges are $50\tan\theta_c=38.9$ Å high. In this model 84% of all angles in the zone are missing.

A surface cut $10^\circ$ from {110} gets $L_+=0.765$ and $L_-=0.482$. Its length grows by 25%, yet its energy falls from 0.1353 to $1.248\times0.0810=0.101$ eV/Å$^2$. A numerical minimization over all mixtures of orientations on a $0.1^\circ$ grid gave 0.10106 eV/Å$^2$.

At $30^\circ$, $\gamma+\gamma''=+0.358$ eV/Å$^2$, so the surface passes the Herring condition. The best mixture nevertheless costs 0.0889 against 0.0935 eV/Å$^2$ for the flat surface, which is thus metastable. At $42^\circ$ the best mixture is the flat surface itself.

**The real case.** These parameters lie in the rough regime of MgO, whose {100} surface has an energy of roughly 1 J/m$^2$ and whose {110} surface roughly two to two and a half times that (the example has a ratio of 1.86). They are round values, not a calculation for MgO. Smoothness at {100} fails wherever that surface is a true facet, on which steps cost energy. A surface tilted by a small angle $u$ from {100} carries steps of height $a$ and energy $\beta$ per length, so

$$\gamma=\gamma_{100}\cos u+\frac{\beta}{a}\sin u .$$

This is a cusp of slope $\sigma=\beta/a$. Just below $\theta=45^\circ$, $\gamma'=-\sigma$ and

$$f'=\frac{\gamma(45^\circ)-\sigma}{\sqrt2}.$$

If $\sigma>\gamma(45^\circ)$, $f$ falls right up to the cusp and has a local minimum at $45^\circ$. For $a=2.1$ Å this requires $\beta>0.077\times2.1=0.162$ eV/Å. MgO at low temperature is expected to lie above this threshold. Carrying the step formula, which ignores interactions between steps, to $u=45^\circ$ with the energies above gives $\sigma=\sqrt2\times0.143-0.077=0.125$ eV/Å$^2$. A rigid-ion model with relaxed (510) and (310) surfaces gives $\sigma\approx1.6$ to $1.7\,\gamma_{100}$, or $\beta\approx0.3$ eV/Å. To size a weaker cusp, add $\tfrac12\sigma|\cos2\theta|(1-|\cos2\theta|)$ to $\gamma$, which leaves the energies at $0$ and $45^\circ$ unchanged. With $\sigma=0.05$ eV/Å$^2$ ($\beta=0.105$ eV/Å) the sides move from $37.87^\circ$ to $41.22^\circ$. This weak cusp is an illustration, not an estimate for MgO. If the sides sit at $45^\circ$, the case expected for MgO, they are true {100} facets, and the gain for {110} becomes $0.143-\sqrt2\times0.077=0.034$ eV/Å$^2$. The angle $37.87^\circ$, the curved stable arcs and the missing fraction of 84% then belong to the smooth model only.

The other omissions can be sized with rough inputs:

- **Edges.** A ridge and a valley at 0.1 eV/Å each cost $0.2/100=0.002$ eV/Å$^2$ at a 100 Å period, 5% of the gain. They cancel the gain at a period near 5 Å, where a continuum description is itself doubtful.
- **Elastic relaxation.** Its scale is (surface stress)$^2$/(modulus × period). With 0.11 eV/Å$^2$, 300 GPa and 100 Å this is $6\times10^{-5}$ eV/Å$^2$, numerical factors and logarithms omitted.
- **Temperature.** At 1300 K, an entropy of one $k_B$ per 8.82 Å$^2$ (the area per cation on {100}, used here only as a round measure) lowers $\gamma$ by $0.112/8.82=0.0127$ eV/Å$^2$. Applied to {110} alone, with {100} held fixed, it reduces $\epsilon$ to 0.257, $\theta_c$ to $36.4^\circ$ and the gain for {110} to about 0.029 eV/Å$^2$, so this effect is not small.
- **Adsorbed water.** At $10^{-6}$ Torr, 1300 K and 1 eV binding, an ideal-gas estimate without internal motions gives an occupancy near $10^{-13}$. Soft vibrations of the adsorbed molecule can raise this by several powers of ten, but it stays negligible. This does not cover a cooled surface or stronger binding.

Two limits of scope remain. A real surface may also tilt out of the [001] zone, so stability within the zone does not guarantee stability in three dimensions. And the energies decide whether breakup is favourable, not whether atoms move fast enough for it to happen. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
threshold eps = 0.06667
near threshold: theta_c/theta_s = 1.7330, sqrt(3) = 1.7321
eps 0.08: theta_s = 8.39 deg, theta_c = 14.78 deg
eps 0.15: theta_s = 15.90 deg, theta_c = 29.61 deg
eps 0.30: theta_s = 19.29 deg, theta_c = 37.87 deg
eps 0.60: theta_s = 20.91 deg, theta_c = 42.74 deg
eps 0.90: theta_s = 21.44 deg, theta_c = 44.61 deg
example: gamma0 = 0.110 eV/A^2, eps = 0.30
gamma(0) = 0.1430 eV/A^2 = 2.29 J/m^2
gamma(45 deg) = 0.0770 eV/A^2 = 1.23 J/m^2
gamma+gamma'' at 0 deg = -0.3850 eV/A^2
gamma+gamma'' at 10 deg = -0.2692 eV/A^2
gamma+gamma'' at 30 deg = 0.3575 eV/A^2
gamma+gamma'' at 42 deg = 0.5942 eV/A^2
gamma+gamma'' at 45 deg = 0.6050 eV/A^2
cos(2 theta_c) = 0.24620
gamma(theta_c) = 0.08100 eV/A^2
corner distance x_c = 0.10261 eV/A^2
gain at theta=0: 0.04039 eV/A^2 = 0.647 J/m^2
missing fraction of all angles = 0.8416
10 deg miscut: L+ = 0.7652, L- = 0.4824 per nominal length
10 deg: flat 0.13528, best mixture 0.10106 eV/A^2
30 deg: flat 0.09350, best mixture 0.08887 eV/A^2
42 deg: flat 0.07772, best mixture 0.07772 eV/A^2
period 100 A: ridge height 38.9 A
lattice edge 4.2 A, step height 2.1 A, site 8.82 A^2
cusp slope 0.050 eV/A^2 (step energy 0.105 eV/A)
  side angle with this cusp = 41.22 deg
  cusp slope that pins sides at 45 deg = 0.0770 eV/A^2
  step energy that pins sides = 0.162 eV/A
edge energy 0.10 eV/A: smallest useful period 4.95 A
  edge cost at 100 A period = 0.00200 eV/A^2
elastic scale (stress 0.11 eV/A^2, 300 GPa) = 6.46e-05 eV/A^2
T = 1300 K: kT = 0.1120 eV, entropy shift = 0.0127 eV/A^2
  shift on gamma(0) only: eps = 0.257, theta_c = 36.40 deg
water 1e-06 Torr, binding 1.0 eV: occupancy 8.3e-14
  adsorption lowers gamma by 1.1e-15 eV/A^2
```
